# Near-Midgap Trap Emitting to Both Bands: Transient Rate and Amplitude, part 2

Traps of density \(N_T\), of which \(n_T\) are full, lie in a diode's depletion layer. Full traps emit electrons to the conduction band at the rate \(e_n\). Empty traps take electrons from the valence band, which is hole emission, at the rate \(e_p\). Without capture, Part I found

\[
\frac{dn_T}{dt}=-e_nn_T+e_p(N_T-n_T)
=e_pN_T-(e_n+e_p)n_T .
\]

With \(s=e_n+e_p\) and \(\varphi=e_n/s\), initially full traps obey

\[
n_T(t)=N_T[(1-\varphi)+\varphi e^{-st}].
\]

In the steady state each trap still generates electron–hole pairs at the mean rate \(e_ne_p/s\). The emission rates are

\[
e_n=\sigma_nv_nN_c\,e^{-(E_c-E_T)/kT},\qquad
e_p=\sigma_pv_pN_v\,e^{-(E_T-E_v)/kT}.
\]

Here \(E_T\) is the trap level, \(E_c\) and \(E_v\) are the band edges, \(N_c\) and \(N_v\) the band densities, \(\sigma\) the capture cross sections, \(v=\sqrt{3kT/m}\) the thermal speeds, \(k\) Boltzmann's constant and \(T\) the temperature. Free electrons of density \(n\) are captured with the coefficient \(c_n=\sigma_nv_n\).

The layer is the n-type side of a one-sided junction, from the junction at \(x=0\) to the edge at \(x=W\). It has donor density \(N_D\), permittivity \(\varepsilon\), area \(A\), field magnitude \(F\) and fixed band bending \(V\) in volts; \(q>0\) is the elementary charge. The trap is an acceptor, negative when full, so \(\rho=q(N_D-n_T)\). The capacitance is \(C=\varepsilon A/W\), and for a uniform layer its relative step is

\[
\frac{\Delta C}{C}=\frac{\varphi N_T}{2N_D}.
\]

The example is silicon at \(300\ \mathrm K\), with \(kT=0.02585\ \mathrm{eV}\), electron depth \(0.55\ \mathrm{eV}\), hole depth \(0.57\ \mathrm{eV}\) and \(\sigma_n=\sigma_p=10^{-15}\ \mathrm{cm^2}\). The electron and hole masses are \(1.08\) and \(0.81\) free-electron masses, and \(v_n=1.124\times10^7\ \mathrm{cm/s}\). Thus \(e_n=182.3\), \(e_p=63.1\) and \(s=245.4\ \mathrm{s^{-1}}\), with \(\varphi=0.743\). The diode has \(N_D=10^{14}\ \mathrm{cm^{-3}}\), \(N_T=10^{12}\ \mathrm{cm^{-3}}\), \(V=6\ \mathrm V\), \(W=8809\ \mathrm{nm}\) and relative permittivity \(11.7\). The nonlinearity of the capacitance raises the fitted rate only to \(245.5\ \mathrm{s^{-1}}\).

### 9. Reading the signal backwards

The uniform model turns the step into the density \(2N_D\Delta C/C=\varphi N_T\). If this is taken for the full trap density, the example yields \(7.43\times10^{11}\) instead of \(10^{12}\ \mathrm{cm^{-3}}\), which is 26% below the true value.

The full-start transient supplies two numbers, \(s\) and \(\varphi N_T\), for three unknowns. If \(N_T\) is known independently, \(\varphi\) follows and

\[
e_n=\varphi s,\qquad e_p=(1-\varphi)s .
\]

A second transient from empty traps also closes the problem, because its amplitude is \((1-\varphi)N_T\). This requires a preparation that really empties the traps. Both routes hold for the uniform layer. In a real diode, electron capture near the depletion edge changes both amplitudes, as section 10 shows, and \(\varphi\) comes out wrong unless this is corrected first.

The temperature dependence needs similar care. For fixed cross sections and level depths \(E_n=E_c-E_T\) and \(E_p=E_T-E_v\), both rates have the form \(T^2e^{-E/kT}\) times a constant, since \(v\propto T^{1/2}\) and the band density is proportional to \(T^{3/2}\). Therefore

\[
\frac{d\ln s}{dT}
=\frac1s\left[e_n\left(\frac2T+\frac{E_n}{kT^2}\right)
+e_p\left(\frac2T+\frac{E_p}{kT^2}\right)\right]
=\frac2T+\frac{\bar E}{kT^2},
\]

with \(\bar E=\varphi E_n+(1-\varphi)E_p\). An Arrhenius plot of \(s/T^2\) thus has a local slope set by the weighted mean depth. Here \(\bar E=0.743(0.55)+0.257(0.57)=0.555\ \mathrm{eV}\), and \(s\) changes by 7.8% per kelvin. For the measured rate, a temperature error of one kelvin therefore matters far more than the nonlinearity found above.

### 10. Traps near the depletion edge

The uniform result assumes that every trap in the layer is full at the start and free of capture afterwards. Near the edge this fails, because the free-electron density does not drop abruptly to zero.

With the trap charge neglected, the potential energy of an electron at \(x\) exceeds that in the neutral material by \(q^2N_D(W-x)^2/2\varepsilon\). Boltzmann's factor gives

\[
n(x)=N_D\exp\left[-\frac{(W-x)^2}{2L_D^2}\right],\qquad
L_D^2=\frac{\varepsilon kT}{q^2N_D}.
\]

Electron capture adds \(c_nn(1-f)\) to the rate equation for the filled fraction \(f\):

\[
\frac{df}{dt}=e_p+c_nn-(e_n+e_p+c_nn)f .
\]

The steps of Part I then give the local rate \(s+c_nn\) and, for a full start, the local amplitude \(e_n/(s+c_nn)\). Where \(c_nn\gg s\), the trap stays full and gives no signal.

The contribution of each depth follows from the fixed voltage, \(V=(q/\varepsilon)\int_0^Wx(N_D-n_T)dx\). For a small change \(\delta n_T(x)\), with \(N_T\ll N_D\),

\[
0=WN_D\,\delta W-\int_0^Wx\,\delta n_T\,dx,\qquad
\frac{\delta C}{C}=-\frac{\delta W}{W}
=-\frac{1}{N_DW^2}\int_0^Wx\,\delta n_T\,dx .
\]

Let \(\Delta f\) be the initial minus the final filled fraction. Then \(\delta n_T=-N_T\Delta f\), and

\[
\frac{\Delta C}{C}=\frac{N_T}{2N_D}a,\qquad
a=\frac{2}{W^2}\int_0^Wx\,\Delta f\,dx .
\]

A uniform \(\Delta f=\varphi\) gives \(a=\varphi\), as it must. The weight \(x\) favours traps far from the junction, which is where the edge does its damage.

The inactive layer can be estimated by placing a sharp boundary where \(c_nn=s\). This occurs at \(n=245.4/(1.124\times10^{-8})=2.18\times10^{10}\ \mathrm{cm^{-3}}\). With \(L_D=W\sqrt{kT/2qV}=409\ \mathrm{nm}\), the distance from the edge is

\[
L_D\sqrt{2\ln\frac{10^{14}}{2.18\times10^{10}}}\approx1680\ \mathrm{nm}.
\]

The region inside this boundary carries the weight \((1-1680/8809)^2=0.655\).

The traps must also be filled. In the example a pulse lowers the band bending to \(0.6\ \mathrm V\) for \(1\ \mathrm{ms}\), starting from the steady state at \(6\ \mathrm V\). Near the junction too few electrons arrive during the pulse, and those traps are not refilled. Holes that enter from the p-type side during the pulse are neglected; for a heavily doped p-type side this pulse is a forward bias of \(0.1\) to \(0.2\ \mathrm V\), and capture of these holes would lower the amplitude by about 1 to 3% in the parabolic potential, or by about 1% once the charge of the holes is included in the potential. The same kind of estimate, with capture during the pulse set by \(c_nn\times1\ \mathrm{ms}=1\), puts this boundary near \(1250\ \mathrm{nm}\) and removes a further weight of \((1250/8809)^2=0.02\). Together the estimates give a factor of about \(0.635\).

The smooth profiles give \(0.638\). The parabolic potential used for them ignores the charge of the free electrons near the edge; including it would raise this factor by about 3%. In the parabolic model the amplitude falls from \(0.743N_T\) to \(0.474N_T\), a reduction of 36% relative to the uniform result. The \(1/e\) rate, defined as the reciprocal of the time in which the signal falls to \(1/e\) of its initial value, is \(254\ \mathrm{s^{-1}}\). It exceeds \(s\) because some contributing traps near the edge have local rates above \(s\). Here this geometric loss is larger than the loss caused by hole emission. The two must not be confused: \(\varphi\) is set by the two emission rates at the given temperature, while \(0.638\) depends also on electron capture, doping, bias and pulse.

### 11. The field and the hole barrier

When the acceptor emits a hole it becomes negative and attracts the departing hole. Along the field the hole has the potential energy

\[
U(r)=-\frac{q^2}{4\pi\varepsilon r}-qFr .
\]

Setting \(dU/dr=q^2/(4\pi\varepsilon r^2)-qF=0\) gives \(r_m=\sqrt{q/(4\pi\varepsilon F)}\). At this point the two terms are equal, so the barrier is lowered by

\[
-U(r_m)=2qFr_m=q\sqrt{\frac{qF}{\pi\varepsilon}} .
\]

This is the Poole–Frenkel effect. A departing electron leaves a neutral centre and has no such Coulomb barrier.

The largest field is \(2V/W=0.0136\ \mathrm{MV/cm}\), and it lowers the hole barrier by \(0.0259\ \mathrm{eV}\), about one \(kT\). For emission at an angle \(\theta\) to the field, \(F\) is replaced by \(F\cos\theta\). In the backward hemisphere the rate is taken as unchanged. Let \(\gamma\) be the forward lowering divided by \(kT\). Since \(u=\cos\theta\) is uniformly distributed over the sphere, the mean gain in \(e_p\) is

\[
g=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}du
=\frac12+\int_0^1ze^{\gamma z}dz
=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2},
\]

where \(u=z^2\) and the last step is an integration by parts. For \(\gamma\to0\) the integral over \(z\) is \(\tfrac12\), so \(g\to1\). At the junction of the example \(g=1.50\).

This average assumes that the hole crosses the barrier without scattering. For a hole that diffuses out of the Coulomb well, Onsager's theory gives a smaller gain, \(1.13\) at the junction, so the figures that follow depend on the assumption.

Including the gain \(g\) at every depth, together with the edge and the pulse, lowers the amplitude to \(0.442N_T\) and raises the \(1/e\) rate to \(273\ \mathrm{s^{-1}}\). Compared with the uniform two-band result, the amplitude is 41% lower and the rate 11% higher. With the smaller gain of the diffusing hole the values would be about \(0.467N_T\) and \(258\ \mathrm{s^{-1}}\), much closer to the field-free result. The hole emission rate now varies with depth, and so does the rate of electron capture near the edge. The decay is therefore not a single exponential.

### 12. Further corrections and estimates

An electron may also tunnel out just below the top of its barrier. At an energy \(w\) below the top, the thermal factor is larger by \(e^{w/kT}\), and the triangular barrier has the thickness \(w/qF\). For a tunnelling mass \(m_t\), the semiclassical exponent is

\[
-\frac2\hbar\int_0^{w/qF}\sqrt{2m_t(w-qFz)}\,dz
=-\frac{4\sqrt{2m_t}}{3\hbar qF}w^{3/2}.
\]

Multiplying the two factors, integrating over \(w/kT\) up to the trap depth and adding one for emission over the top gives a crude figure for the gain in \(e_n\). For a light mass of \(0.19\) free-electron masses it is \(1.24\) at the largest field and \(1.11\) at one third of it, the field at the weighted mean depth \(2W/3\). These values are far too large. Most of the excess over one comes from energies so close to the top that the exponent is smaller than one in magnitude, where the semiclassical formula fails. A better estimate takes the emission at each energy as proportional to the density of electron states at the trap in a uniform field. The gain is then \(\exp[(qF\hbar)^2/(24m_t(kT)^3)]\), which is only \(1.002\) at the largest field. Tunnelling of electrons can be neglected here.

The electron mass in silicon is anisotropic. The value \(1.08\) used above counts the states of all six equivalent conduction-band minima, which suits \(N_c\) but not the speed. With rough masses of \(0.92\) along one axis and \(0.19\) along the other two, in units of the free-electron mass \(m_0\), the mean square speed is \((kT/m_0)(1/0.92+2/0.19)\). The thermal speed is then \(2.04\) times the value used above. At a fixed cross section \(e_n\) grows by this factor, and \(\varphi\) becomes \(0.855\) if the hole speed is left unchanged. The hole mass \(0.81\) is also a state-counting value. It is a rough room-temperature figure for the whole valence-band edge, larger than parabolic heavy- and light-hole bands alone would give (about \(0.6\)). The mass that sets the hole speed is much smaller, roughly \(0.35\), so the hole speed is too low as well; correcting it raises \(e_p\) and brings \(\varphi\) back to about \(0.8\). The product \(\sigma_nv_n\) sets the rate, so a quoted cross section needs its speed convention.

Two other effects are negligible here. In the neutral material, about \(1.6\times10^{-4}\) of the traps remain empty after the pulse. Recapture of the generated holes, estimated from the steady generation and a rough mobility of \(450\ \mathrm{cm^2/(V\,s)}\), has a rate below \(10^{-6}\) of \(s\).

### 13. Beside a real diode

Gold in silicon has an acceptor level near midgap, so emission to both bands is a real concern for it. The level depth used here is typical in rough terms. The equal cross sections are a convenient choice, and the value \(\varphi=0.743\) should not be taken as a property of gold. A full acceptor is negative and attracts holes, so \(\sigma_p\) may well exceed \(\sigma_n\). If it were ten times larger, with \(\sigma_n\) unchanged, \(\varphi\) would be only \(0.22\). The donor density is low, as in lightly doped layers that support a wide depletion region. The layer is not uniformly active: for the bias and pulse chosen here, the edge and the incomplete filling lower the signal by 36%. An analysis that corrects for \(\varphi\) alone would find \(0.638N_T\) in this model before field effects. One that corrects for neither would find \(0.474N_T\). The numerical output below lists the values for the ideal trap and for these corrections.

## Computed values

```
temperature: 300 K
band gap (rough): 1.12 eV
electron depth E_c-E_T (rough): 0.55 eV
hole depth E_T-E_v: 0.57 eV
electron mass / free mass (rough): 1.08
hole mass / free mass (rough): 0.81
relative permittivity (rough): 11.7
each effective cross section (rough): 1e-15 cm2
N_c: 2.816e+19 cm^-3
N_v: 1.829e+19 cm^-3
electron thermal speed: 1.124e+07 cm/s
hole thermal speed: 1.298e+07 cm/s
electron emission rate e_n: 182.3 s^-1
hole emission rate e_p: 63.08 s^-1
summed rate: 245.4 s^-1
time constant: 4.075 ms
electron-emission fraction: 0.7429
final filled fraction: 0.2571
filled at one time constant, formula: 0.5304
filled at one time constant, simulation: 0.5309
filled at six time constants, simulation: 0.2593
never emitted by six time constants, simulation: 0.01181
electrons emitted per trap by then, simulation: 1.695
steady generation per trap: 46.87 s^-1
donor density: 1e+14 cm^-3
trap density: 1e+12 cm^-3
trap density if fraction ignored: 7.429e+11 cm^-3
diode area: 1 mm2
band bending, transient: 6 V
band bending, filling pulse: 0.6 V
filling pulse length: 1 ms
depletion width: 8809 nm
initial capacitance: 11.7017 pF
final capacitance: 11.7455 pF
capacitance step: 43.83 fF
relative step, Poisson: 0.003731
relative step, linear formula: 0.003715
rate fitted to capacitance: 245.5 s^-1
amplitude/N_T with edge and pulse: 0.4738
edge and pulse reduction factor: 0.6378
1/e rate with edge and pulse: 254.2 s^-1
largest field: 0.01362 MV/cm
hole barrier lowering there: 0.0259 eV
hole emission gain there: 1.501
amplitude/N_T with edge, pulse and field: 0.4419
1/e rate with edge, pulse and field: 273.2 s^-1
tunnelling gain at largest field: 1.24
tunnelling gain at one third of it: 1.11
thermal speed gain, anisotropic mass: 2.045
fraction with anisotropic mass: 0.8553
summed-rate change per kelvin: 7.826 %
hole recapture / summed rate: 7.1e-07
unfilled share in neutral bulk after pulse: 0.00016
```
